# Nuclear Gradients for UHF and High-Spin ROHF by Two Routes: verification in Python

```python
"""
Nuclear gradients of UHF and high-spin ROHF energies.
Result under test, for a nuclear coordinate x:
  dE/dx = tr(P h^x) + sum Gamma (mn|ls)^x - tr(W S^x) + Vnn^x
  W = Pa Fa Pa + Pb Fb Pb, for both methods
Pa, Pb: alpha and beta density matrices; P = Pa + Pb;
Fa, Fb: spin Fock matrices h + J[P] - K[Pa or Pb];
Gamma: two-particle density; S: overlap; Vnn: nuclear repulsion;
^x: derivative of the integrals only. For ROHF, D is the closed-shell
density and O the open-shell density: Pb = D, Pa = D + O.
Atomic units are used throughout.
"""
import numpy as np
from pyscf import gto, scf
from scipy.constants import physical_constants

SYMBOLS = ["C", "H", "H"]
CHARGES = np.array([6.0, 1.0, 1.0])
R1, R2, ANGLE = 2.0, 2.2, 130.0
theta = np.deg2rad(ANGLE)
GEOMETRY = np.array([[0.0, 0.0, 0.0], [R1, 0.0, 0.0],
                     [R2 * np.cos(theta), R2 * np.sin(theta), 0.0]])
STEP = 0.01


def outer(A, B):
    return np.einsum("mn,ls->mnls", A, B)


def exchange_pair(A, B):
    return (np.einsum("ms,nl->mnls", A, B)
            + np.einsum("ml,ns->mnls", A, B))


def gamma_spin(Pa, Pb):
    P = Pa + Pb
    return 0.5 * outer(P, P) - 0.25 * (exchange_pair(Pa, Pa)
                                       + exchange_pair(Pb, Pb))


def gamma_shell(D, O):
    coulomb = 2 * outer(D, D) + outer(D, O) + outer(O, D) + 0.5 * outer(O, O)
    exchange = (2 * exchange_pair(D, D) + exchange_pair(D, O)
                + exchange_pair(O, D) + exchange_pair(O, O))
    return coulomb - 0.25 * exchange


# ---- two-particle density from explicit fermion operators ----
def annihilators(count):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for k in range(count):
        op = np.eye(1)
        for j in range(count):
            factor = parity if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        result.append(op)
    return np.array(result)


def fock_space_gamma(Ca, Cb):
    """Exact two-particle density of a determinant, 3 orthonormal functions."""
    a = annihilators(6).reshape(2, 3, 64, 64)
    state = np.zeros(64)
    state[0] = 1.0
    for spin, C in enumerate((Ca, Cb)):
        for i in range(C.shape[1]):
            creator = np.einsum("p,pxy->yx", C[:, i], a[spin])
            state = creator @ state
    once = np.einsum("spxy,y->spx", a, state)
    twice = np.einsum("trxy,spy->trspx", a, once)
    raw = 0.5 * np.einsum("trspx,tusqx->pqru", twice, twice)
    return 0.5 * (raw + raw.transpose(0, 1, 3, 2))


rng = np.random.default_rng(4)
Qa = np.linalg.qr(rng.normal(size=(3, 3)))[0]
Qb = np.linalg.qr(rng.normal(size=(3, 3)))[0]
exact = fock_space_gamma(Qa[:, :2], Qb[:, :1])
formula = gamma_spin(Qa[:, :2] @ Qa[:, :2].T, Qb[:, :1] @ Qb[:, :1].T)
gamma_error_uhf = np.abs(exact - formula).max()
exact = fock_space_gamma(Qa[:, :2], Qa[:, :1])
formula = gamma_shell(Qa[:, :1] @ Qa[:, :1].T, Qa[:, 1:2] @ Qa[:, 1:2].T)
gamma_error_rohf = np.abs(exact - formula).max()
assert gamma_error_uhf < 1e-12 and gamma_error_rohf < 1e-12


# ---- molecule, integrals and energies ----
def molecule(coords):
    atoms = [[s, tuple(r)] for s, r in zip(SYMBOLS, coords)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", spin=2, verbose=0)


def integrals(mol):
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), h, mol.intor("int2e", aosym="s1")


def spin_focks(h, eri, Pa, Pb):
    J = np.einsum("mnls,ls->mn", eri, Pa + Pb)
    return [h + J - np.einsum("mlns,ls->mn", eri, Q) for Q in (Pa, Pb)]


def solve(method, coords, guess=None):
    mf = getattr(scf, method)(molecule(coords))
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-7, 200
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def orbital_sets(method, mf):
    """Full orbital matrix and occupied mask for each spin."""
    if method == "UHF":
        return [(mf.mo_coeff[s], mf.mo_occ[s] > 0.5) for s in (0, 1)]
    return [(mf.mo_coeff, mf.mo_occ > 0.5), (mf.mo_coeff, mf.mo_occ > 1.5)]


def unrelaxed_energy(coords, sets):
    """Energy with old orbitals, only symmetrically reorthonormalised."""
    mol = molecule(coords)
    S, h, eri = integrals(mol)
    densities = []
    for C, occupied in sets:
        values, vectors = np.linalg.eigh(C.T @ S @ C)
        new = C @ (vectors / np.sqrt(values)) @ vectors.T
        densities.append(new[:, occupied] @ new[:, occupied].T)
    focks = spin_focks(h, eri, *densities)
    return mol.energy_nuc() + 0.5 * sum(
        np.sum(Q * (h + F)) for Q, F in zip(densities, focks))


def numerical_derivative(function, atom, axis):
    values = {}
    for k in (-2, -1, 1, 2):
        coords = GEOMETRY.copy()
        coords[atom, axis] += k * STEP
        values[k] = function(coords)
    return (8 * (values[1] - values[-1])
            - (values[2] - values[-2])) / (12 * STEP)


def integral_derivatives(mol):
    """Overlap, core and repulsion derivatives for every atom and axis."""
    ds = -mol.intor("int1e_ipovlp", comp=3)
    dh = -mol.intor("int1e_ipkin", comp=3) - mol.intor("int1e_ipnuc", comp=3)
    dg = -mol.intor("int2e_ip1", comp=3, aosym="s1")
    result = []
    for atom in range(mol.natm):
        start, stop = mol.aoslice_by_atom()[atom, 2:]
        s, g = np.zeros_like(ds), np.zeros_like(dg)
        s[:, start:stop] = ds[:, start:stop]
        g[:, start:stop] = dg[:, start:stop]
        with mol.with_rinv_at_nucleus(atom):
            h = -CHARGES[atom] * mol.intor("int1e_iprinv", comp=3)
        h[:, start:stop] += dh[:, start:stop]
        g = g + g.transpose(0, 2, 1, 3, 4)
        g = g + g.transpose(0, 3, 4, 1, 2)
        result.append((s + s.transpose(0, 2, 1), h + h.transpose(0, 2, 1), g))
    return [np.array(part) for part in zip(*result)]


def nuclear_gradient():
    gradient = np.zeros((3, 3))
    for A in range(3):
        for B in range(3):
            if A != B:
                d = GEOMETRY[A] - GEOMETRY[B]
                gradient[A] -= (CHARGES[A] * CHARGES[B] * d
                                / np.linalg.norm(d) ** 3)
    return gradient


reference = molecule(GEOMETRY)
S, h, eri = integrals(reference)
S_inverse = np.linalg.inv(S)
Sx, hx, gx = integral_derivatives(reference)
Vx = nuclear_gradient()


def overlap_part(W):
    return -np.einsum("axmn,mn->ax", Sx, W)


hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_ev_angstrom = hartree_ev / bohr_angstrom

print("Triplet CH2, 6-31G; basis functions:", reference.nao)
print("alpha, beta electrons:", *reference.nelec)
print(f"bond lengths: {R1:.1f}, {R2:.1f} bohr; angle: {ANGLE:.0f} degrees")
print(f"finite-difference step: {STEP:.2f} bohr")
print(f"Gamma error, spin form: {gamma_error_uhf:.1e}")
print(f"Gamma error, shell form: {gamma_error_rohf:.1e}")
print(f"1 hartree/bohr = {to_ev_angstrom:.5f} eV/angstrom")

for method in ("UHF", "ROHF"):
    mf = solve(method, GEOMETRY)
    sets = orbital_sets(method, mf)
    Pa, Pb = [C[:, occ] @ C[:, occ].T for C, occ in sets]
    Fa, Fb = spin_focks(h, eri, Pa, Pb)
    Gamma = (gamma_spin(Pa, Pb) if method == "UHF"
             else gamma_shell(Pb, Pa - Pb))
    energy = (np.sum((Pa + Pb) * h) + np.sum(Gamma * eri)
              + reference.energy_nuc())
    assert abs(energy - mf.e_tot) < 1e-9
    Wa, Wb = Pa @ Fa @ Pa, Pb @ Fb @ Pb
    W = Wa + Wb
    one = np.einsum("axmn,mn->ax", hx, Pa + Pb)
    two = np.einsum("axmnls,mnls->ax", gx, Gamma)
    gradient = one + two + overlap_part(W) + Vx

    # reconverged energies at displaced nuclei, same solution followed
    guess = np.array([Pa, Pb])
    fd = np.array([[numerical_derivative(
        lambda r: solve(method, r, guess).e_tot, atom, axis)
        for axis in (0, 1)] for atom in (1, 2)])
    fd_error = np.abs(fd - gradient[1:, :2]).max()
    assert fd_error < 1e-6
    assert np.abs(gradient.sum(axis=0)).max() < 1e-8
    assert np.abs(gradient[:, 2]).max() < 1e-7
    unrelaxed = numerical_derivative(
        lambda r: unrelaxed_energy(r, sets), 1, 0)
    assert abs(unrelaxed - gradient[1, 0]) < 1e-6

    # one-sided form of W, spin by spin and summed
    dev_a = np.abs(S_inverse @ Fa @ Pa - Wa).max()
    dev_b = np.abs(S_inverse @ Fb @ Pb - Wb).max()
    dev_sum = np.abs(S_inverse @ (Fa @ Pa + Fb @ Pb) - W).max()
    assert dev_sum < 1e-5
    spin_z = 0.5 * (reference.nelec[0] - reference.nelec[1])
    s_squared = (spin_z * (spin_z + 1) + reference.nelec[1]
                 - np.trace(Pa @ S @ Pb @ S))

    print(f"{method} energy: {energy:.8f} hartree; <S^2>: {s_squared:.6f}")
    print(" dE/dx of first H, in hartree/bohr:")
    print(f"  one-electron: {one[1, 0]:.8f}")
    print(f"  two-electron: {two[1, 0]:.8f}")
    print(f"  overlap (-tr W S^x): {overlap_part(W)[1, 0]:.8f}")
    print(f"  nuclear: {Vx[1, 0]:.8f}")
    print(f"  total: {gradient[1, 0]:.8f}")
    print(f"  reconverged difference: {fd[0, 0]:.8f}")
    print(f"  unrelaxed difference: {unrelaxed:.8f}")
    print(f" total in eV/angstrom: {gradient[1, 0] * to_ev_angstrom:.5f}")
    for label, row in zip(("C", "H1", "H2"), gradient):
        print(f" {label} gradient x, y: {row[0]:.7f}, {row[1]:.7f}"
              " hartree/bohr")
    print(f" max difference error: {fd_error:.1e} hartree/bohr")
    print(f" S^-1 F P - P F P, max (hartree): alpha {dev_a:.1e},"
          f" beta {dev_b:.1e}, sum {dev_sum:.1e}")

    if method == "UHF":
        assert max(dev_a, dev_b) < 1e-5
        W_eigen = sum((C[:, occ] * mf.mo_energy[s][occ]) @ C[:, occ].T
                      for s, (C, occ) in enumerate(sets))
        assert np.abs(W_eigen - W).max() < 1e-5
        print(f" eigenvalue form of W, max error:"
              f" {np.abs(W_eigen - W).max():.1e} hartree")
    else:
        assert min(dev_a, dev_b) > 1e-4
        C, n = mf.mo_coeff, np.asarray(mf.mo_occ)
        c, o, v = C[:, n > 1.5], C[:, (n > 0.5) & (n < 1.5)], C[:, n < 0.5]
        conditions = [np.abs(c.T @ Fb @ o).max(),
                      np.abs(o.T @ Fa @ v).max(),
                      np.abs(c.T @ (Fa + Fb) @ v).max()]
        assert max(conditions) < 1e-6
        alpha_cv = np.abs(c.T @ Fa @ v).max()
        alpha_co = np.abs(c.T @ Fa @ o).max()
        assert alpha_cv > 1e-4 and alpha_co > 1e-4
        cross = c @ (c.T @ Fa @ o) @ o.T
        blocks = (c @ (c.T @ (Fa + Fb) @ c) @ c.T
                  + o @ (o.T @ Fa @ o) @ o.T + cross + cross.T)
        assert np.abs(blocks - W).max() < 1e-6
        W_eigen = (C * (n * np.asarray(mf.mo_energy))) @ C.T
        error_eigen = overlap_part(W_eigen) - overlap_part(W)
        error_cross = overlap_part(W - cross - cross.T) - overlap_part(W)
        for error in (error_eigen, error_cross):
            assert np.abs(error).max() > 1e-5
            assert np.abs(error.sum(axis=0)).max() < 1e-9
        print(" ROHF Fock blocks, largest element in hartree:")
        print(f"  Fb closed-open: {conditions[0]:.1e}")
        print(f"  Fa open-virtual: {conditions[1]:.1e}")
        print(f"  Fa+Fb closed-virtual: {conditions[2]:.1e}")
        print(f"  Fa closed-virtual: {alpha_cv:.5f}")
        print(f"  Fa closed-open: {alpha_co:.5f}")
        print(" largest gradient error from a faulty W, hartree/bohr:")
        print(f"  effective-Fock eigenvalues: {np.abs(error_eigen).max():.6f}")
        print(f"  closed-open block dropped: {np.abs(error_cross).max():.6f}")
        worst = max(np.abs(e.sum(axis=0)).max()
                    for e in (error_eigen, error_cross))
        print(f"  their sum over atoms, max: {worst:.1e}")

print("no test failed")
```

It prints:

```
Triplet CH2, 6-31G; basis functions: 13
alpha, beta electrons: 5 3
bond lengths: 2.0, 2.2 bohr; angle: 130 degrees
finite-difference step: 0.01 bohr
Gamma error, spin form: 2.2e-16
Gamma error, shell form: 1.7e-16
1 hartree/bohr = 51.42207 eV/angstrom
UHF energy: -38.90617419 hartree; <S^2>: 2.018378
 dE/dx of first H, in hartree/bohr:
  one-electron: 3.62796379
  two-electron: -1.84620005
  overlap (-tr W S^x): -0.23073863
  nuclear: -1.56185635
  total: -0.01083123
  reconverged difference: -0.01083122
  unrelaxed difference: -0.01083122
 total in eV/angstrom: -0.55696
 C gradient x, y: 0.0456255, -0.0436880 hartree/bohr
 H1 gradient x, y: -0.0108312, 0.0009203 hartree/bohr
 H2 gradient x, y: -0.0347942, 0.0427677 hartree/bohr
 max difference error: 1.1e-08 hartree/bohr
 S^-1 F P - P F P, max (hartree): alpha 8.8e-09, beta 9.9e-09, sum 1.1e-08
 eigenvalue form of W, max error: 5.4e-08 hartree
ROHF energy: -38.90175375 hartree; <S^2>: 2.000000
 dE/dx of first H, in hartree/bohr:
  one-electron: 3.60508956
  two-electron: -1.82161682
  overlap (-tr W S^x): -0.23243917
  nuclear: -1.56185635
  total: -0.01082278
  reconverged difference: -0.01082277
  unrelaxed difference: -0.01082278
 total in eV/angstrom: -0.55653
 C gradient x, y: 0.0476843, -0.0403304 hartree/bohr
 H1 gradient x, y: -0.0108228, -0.0014909 hartree/bohr
 H2 gradient x, y: -0.0368616, 0.0418213 hartree/bohr
 max difference error: 4.9e-09 hartree/bohr
 S^-1 F P - P F P, max (hartree): alpha 1.8e-02, beta 1.8e-02, sum 6.4e-09
 ROHF Fock blocks, largest element in hartree:
  Fb closed-open: 4.5e-09
  Fa open-virtual: 9.4e-09
  Fa+Fb closed-virtual: 7.9e-09
  Fa closed-virtual: 0.02169
  Fa closed-open: 0.10077
 largest gradient error from a faulty W, hartree/bohr:
  effective-Fock eigenvalues: 0.034300
  closed-open block dropped: 0.016414
  their sum over atoms, max: 2.8e-17
no test failed
```
